# Why p-like donor levels in silicon barely depend on the donor

## The question

Phosphorus, arsenic and antimony each replace one silicon atom and each bind one extra electron. Their ground states lie at clearly different depths below the conduction-band edge: roughly 46, 54 and 43 meV. Why do their p-like excited levels nearly coincide, when the same three atoms sit at the centre of the orbit?

## The mechanism

**What the donors share.** Each of these atoms has one valence electron more than silicon. Once four electrons are in bonds, the remaining electron sees a net charge \(+e\) screened by the crystal. At distances large compared with an atom, its potential energy is \(-e^2/(4\pi\varepsilon_0\varepsilon r)\), with the same dielectric constant \(\varepsilon\) for all three donors. The effective masses also belong to the host. The chemical difference is confined to the central cell, a region about one atom wide.

A donor level can therefore reveal the identity of its atom only to the extent that the electron visits that region. An s-like orbit has its largest amplitude there. A p-like orbit has a node there: its envelope is proportional to a coordinate and vanishes at the origin.

Two objections have to be met. First, silicon has six equivalent conduction-band minima, so the wavefunction is a sum of six rapidly oscillating parts, and interference might undo the node. Second, excited orbits are larger than the ground orbit, so perhaps size alone is responsible. Both can be decided by calculation.

**The model.** Let the valleys be at \(\mathbf k_\mu\), at distance \(k_0\) from the zone centre along the six cubic directions. The wavefunction is

\[
\Psi(\mathbf r)=\sum_{\mu=1}^{6}F_\mu(\mathbf r)\,e^{i\mathbf k_\mu\cdot\mathbf r}u_\mu(\mathbf r),
\qquad \sum_\mu\int|F_\mu|^2d^3r=1 ,
\]

where \(u_\mu\) is the lattice-periodic part of the Bloch function and \(F_\mu\) is a slowly varying envelope. The donor-specific part of the potential is modelled by

\[
W(\mathbf r)=-U g(r),\qquad g(r)=e^{-r^2/b^2},\qquad U>0 ,
\]

with \(b\) much smaller than the orbit radius \(a\). The Coulomb attraction is taken to act only within each valley. This is an approximation: near the origin \(1/r\) varies sharply enough to couple the valleys too, and in the ground state that coupling is not negligible. It comes mostly from within a few ångströms of the donor. The potential behind it is common to the donors, but its contribution to the energy grows with the envelope at the core. The fitted core stands in for it in the ground-state energy, but need not reproduce its effect on the small p shifts. The core is narrow and couples all the valleys. Setting the products \(u_\mu^*u_\nu\) to 1 inside the core gives

\[
\left(T_\mu-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}\right)F_\mu
-U g\sum_\nu e^{i(\mathbf k_\nu-\mathbf k_\mu)\cdot\mathbf r}F_\nu=E F_\mu .
\]

Here \(T_\mu\) is the kinetic energy with the heavy mass \(m_l\) along the valley axis and the light mass \(m_t\) across it. \(E\) is measured from the band edge, and \(B=-E\) is the binding energy.

## From mechanism to formula

**The core weight.** Write the Hamiltonian as \(H=H_0-UG\), where \(H_0\) is common to the donors and \(G\) is the core operator in the last equation. For a normalized, nondegenerate state \(\psi\) with \(H\psi=E\psi\), differentiate \(E=\langle\psi|H|\psi\rangle\):

\[
\frac{dE}{dU}=\langle\psi|\tfrac{dH}{dU}|\psi\rangle
+E\,\frac{d}{dU}\langle\psi|\psi\rangle=-\langle G\rangle ,
\]

because the norm is constant. Hence

\[
\frac{dB}{dU}=\langle G\rangle
=\int g(r)\,\Big|\sum_\nu F_\nu e^{i\mathbf k_\nu\cdot\mathbf r}\Big|^2d^3r\;\ge 0 ,
\]

and two donors with strengths \(U_1\) and \(U_2\) differ by

\[
B(U_2)-B(U_1)=\int_{U_1}^{U_2}\langle G\rangle\,dU .
\]

This does not assume a weak core. The chemical sensitivity of a level is its core weight \(\langle G\rangle\), evaluated with the envelope that the core itself has modified.

**One valley.** Take a single real envelope and expand it about the origin, since \(g\) is confined to \(r\lesssim b\ll a\). For an s-like state \(F\approx F(0)\), so

\[
\langle G\rangle_s\approx|F(0)|^2\int e^{-r^2/b^2}d^3r=\pi^{3/2}b^3|F(0)|^2 .
\]

For a p-like state \(F(0)=0\) and \(F\approx\mathbf r\cdot\nabla F(0)\). Choosing the \(x\) axis along the gradient,

\[
\langle G\rangle_p\approx|\nabla F(0)|^2\int x^2e^{-r^2/b^2}d^3r .
\]

The integral factorizes. The \(y\) and \(z\) factors are \(\sqrt\pi\,b\) each and the \(x\) factor is \(\sqrt\pi\,b^3/2\), so

\[
\langle G\rangle_p\approx\tfrac12\pi^{3/2}b^5|\nabla F(0)|^2 .
\]

A gradient is of order amplitude divided by \(a\). The node therefore costs a factor of order \((b/a)^2\).

Hydrogenic envelopes with Bohr radius \(a\) supply the numerical factors. They have \(|F_{1s}(0)|^2=1/(\pi a^3)\) and \(|F_{2s}(0)|^2=1/(8\pi a^3)\), while \(F_{2p}=z\,e^{-r/2a}/\sqrt{32\pi a^5}\) has \(|\nabla F_{2p}(0)|^2=1/(32\pi a^5)\). Thus

\[
\frac{\langle G\rangle_{2s}}{\langle G\rangle_{1s}}=\frac18,
\qquad
\frac{\langle G\rangle_{2p}}{\langle G\rangle_{1s}}
=\frac{b^5/(64a^5)}{b^3/a^3}=\frac{b^2}{64a^2} .
\]

The first ratio is the effect of a larger orbit without a node at the core. The second contains the node. For \(a=20.11\) Å and \(b=0.5\) Å it equals \(9.66\times10^{-6}\); numerical wavefunctions give \(9.84\times10^{-6}\). The difference of 1.9%, relative to the formula, is a finite-core effect. The 1s density falls as \(1-2r/a\), and its mean radius under \(g\) is \(2b/\sqrt\pi\), so to first order in \(b/a\) its weight is reduced by 5.6%. The 2p density carries \(1-r/a\), with mean radius \(8b/(3\sqrt\pi)\) because of the extra factor \(r^2\), so its weight is reduced by 3.7% to the same order. The ratio rises by about the difference.

**Six valleys: a bound.** Inside the core the valley contributions add with phases. By the Cauchy–Schwarz inequality,

\[
\Big|\sum_{\nu=1}^6F_\nu e^{i\mathbf k_\nu\cdot\mathbf r}\Big|^2\le 6\sum_{\nu=1}^6|F_\nu|^2 .
\]

Suppose every \(F_\nu\) is a p envelope with amplitude \(c_\nu\) and one-valley core weight \(w_p\). Multiplying by \(g\), integrating and using \(\sum|c_\nu|^2=1\) gives \(\langle G\rangle\le6w_p\). Interference within the p manifold can raise the core weight at most sixfold. It cannot restore a factor \((a/b)^2\).

**Six valleys: the symmetric combinations.** The fully symmetric state, called A1, deserves an explicit calculation, since the donor ground state has this symmetry. For s envelopes all \(F_\nu=F/\sqrt6\), and near the origin

\[
\Psi_s=\frac{2F(0)}{\sqrt6}\sum_{j=1}^3\cos k_0x_j .
\]

The 2p0 state of a valley has its lobes along the valley axis. In the symmetric combination these envelopes are \(\pm iDx_j/\sqrt6\) for the valleys at \(\pm k_0\) on axis \(j\), where \(D\) is the one-valley gradient. The two exponentials then combine as \(i(e^{ik_0x_j}-e^{-ik_0x_j})=-2\sin k_0x_j\), so

\[
\Psi_p=-\frac{2D}{\sqrt6}\sum_{j=1}^3x_j\sin k_0x_j .
\]

This function vanishes at the origin but is even in \(\mathbf r\). It has an s-like part a short distance away, created by the valley phases.

Let \(\langle\cdot\rangle_g\) denote an average with weight \(g\), and \(\eta=e^{-k_0^2b^2}\). The Gaussian average \(\langle\cos qx\rangle_g=e^{-q^2b^2/4}\) yields, by differentiation with respect to \(q\),

\[
\langle x\sin qx\rangle_g=\tfrac12qb^2e^{-q^2b^2/4},\quad
\langle x^2\cos qx\rangle_g=\left(\tfrac12b^2-\tfrac14q^2b^4\right)e^{-q^2b^2/4}.
\]

The square of each sum has three diagonal and six cross terms. With \(\cos^2\theta=\frac12(1+\cos2\theta)\) and \(\sin^2\theta=\frac12(1-\cos2\theta)\), the averages are

\[
S=\Big\langle\Big(\sum_j\cos k_0x_j\Big)^2\Big\rangle_g=\tfrac32(1+\eta)+6\sqrt\eta ,
\]

\[
P=\Big\langle\Big(\sum_jx_j\sin k_0x_j\Big)^2\Big\rangle_g
=\tfrac34b^2(1-\eta)+\tfrac32k_0^2b^4(\eta+\sqrt\eta) .
\]

The ratio of core weights is \((D^2/|F(0)|^2)\,P/S\). For \(k_0b\) of order one, \(P/S\) is of order \(b^2\), and the suppression \((b/a)^2\) survives.

The s state itself gains: its core weight is \(\frac23S\) times the one-valley value. With \(k_0=0.9836\) Å\(^{-1}\) and \(b=1\) Å, \(\eta=0.380\), \(S=5.77\) and the factor is 3.8. The ground state thus has two reasons to be sensitive, a finite envelope at the core and constructive interference of the valleys.

**Mixing with s states.** Since \(\Psi_s\) and \(\Psi_p\) have the same symmetry, the core can also couple them. The coupling \(C\) contains one factor \(F(0)\) and one factor \(D\), hence one power of \(b/a\) relative to an s–s element. If \(\delta_s\) is the size of the s–s core energy, then \(C\sim\delta_s\,b/a\). For a separation \(\Delta\) between 2p0 and 2s, the two-level problem moves the lower level down by

\[
\sqrt{(\Delta/2)^2+C^2}-\Delta/2\;\approx\;\frac{C^2}{\Delta}
\sim\frac{\delta_s^2}{\Delta}\left(\frac ba\right)^2\qquad(|C|\ll\Delta) .
\]

Away from degeneracy this is again second order in \(b/a\). If the levels approach each other, the states may mix strongly, but the square root is at most \(\Delta/2+|C|\), so the shift never exceeds \(|C|\) in this two-level description.

## From formula to number

**Inputs.** Take rounded silicon parameters: \(m_t=0.19\,m_0\), \(m_l=0.92\,m_0\), \(\varepsilon=11.4\), and the value of \(k_0\) above. The equation is diagonalized in anisotropic Gaussians for all six valleys. The Gaussians are wider than the core, which keeps the envelopes smooth. \(U\) is consequently a parameter of this restricted space and not the depth of an atomic potential. It is fixed for each donor by the rough ground-state energies quoted at the start. Those energies are inputs; the excited levels are results.

Without a core the bindings are 31.21 meV for 1s, 11.50 meV for 2p0, 8.85 meV for 2s and 6.39 meV for 2p±. The 2p± envelopes have their lobes across the valley axis. The extra gradient that the node forces on the envelope therefore lies along a light-mass direction, whereas in 2p0 it lies along the heavy-mass axis. For an orbit of given size this costs more kinetic energy than in 2p0, so the 2p± state settles at a larger size and a smaller binding. The splitting of the p levels is a property of the host and is common to the donors.

**Results for \(b=1\) Å.** Bindings are in meV; the 2p0 column gives the range over its six states.

| Donor | \(U\) (eV) | ground | 2s(A1) | 2p0 |
|---|---|---|---|---|
| P | 6.488 | 46.00 | 10.33 | 11.497–11.499 |
| As | 7.481 | 54.00 | 10.94 | 11.497–11.503 |
| Sb | 5.947 | 43.00 | 10.07 | 11.497–11.498 |

The ground states span 11 meV by construction. All eighteen 2p0 levels lie within 0.007 meV, and the 2p± levels agree to about \(10^{-4}\) meV. Like \(U\), the small p shifts depend on the restriction to wide Gaussians. If Gaussians narrower than the core are added and \(U\) is refitted, \(U\) falls to 4.23, 4.66 and 3.98 eV for P, As and Sb and the 2p0 spread falls to 0.005 meV, while the 2s(A1) levels move by at most 0.005 meV.

The integral formula turns these differences into mean core weights. Between Sb and As, \(U\) changes by \(7.481-5.947=1.534\) eV, or 1534 meV. For the ground state

\[
\overline{\langle G\rangle}=\frac{11.00}{1534}=7.2\times10^{-3},
\]

which lies between the directly computed weights, \(4.9\times10^{-3}\) for Sb and \(1.02\times10^{-2}\) for As. Integrating the weight numerically over \(U\) reproduces the 11.00 meV difference. The weight doubles while \(U\) grows by 26%, because a stronger core draws the envelope inward. A first-order estimate with a fixed envelope would miss this.

**Size or node?** The 2s level answers the second objection. In the hydrogenic case the mean radius is \(6a\) for 2s and \(5a\) for 2p, so 2s is the larger orbit. Yet its A1 level varies by 0.87 meV among the donors, more than a hundred times the whole 2p0 spread (130 times in this basis, about 170 times with the narrow Gaussians added). Being excited reduces the sensitivity from 11 meV to somewhat under 1 meV. The further reduction comes from the node.

**The residual spread.** Six 2p0 states are divided by the tetrahedral symmetry of the site into a singlet A1, a doublet E and a triplet T2. The triplet varies among the donors by only about \(7\times10^{-5}\) meV (\(4\times10^{-5}\) meV with the narrow Gaussians added). Nearly all of the 0.007 meV comes from the other states, and arsenic stands out.

Mixing accounts for much of this. In a two-level problem, let the lower eigenstate contain a fraction \(p\) of the s state. The energy expectation value of the unmixed p state is \((1-p)E_-+pE_+\), so mixing has lowered the level by \(p(E_+-E_-)\). For As the least pure 2p0 state has \(p=1-0.9906=0.0094\). Taking this to be the deepest one, with all the lost weight in 2s(A1), gives

\[
0.0094\times(11.503-10.939)\ \text{meV}=0.005\ \text{meV},
\]

out of a total shift of about 0.007 meV from the core-free level. The same estimate for P gives \(0.0012\times1.17=0.0014\) meV out of about 0.003 meV. Arsenic has the strongest core and therefore the 2s(A1) level closest to 2p0, which increases the mixing.

The triplet is the part relevant to optical absorption from the ground state. The electric-dipole operator is a vector, which transforms as T2 at a tetrahedral site. Acting on an A1 state it produces T2, so these dipole transitions reach the triplet and not the more sensitive A1 state.

**A wider core.** The core radius is not known from this model, so it should be varied. With \(b=1.5\) Å and \(U\) refitted to the same ground states, the 2p0 spread rises to 0.024 meV and the triplet spread to about \(2\times10^{-4}\) meV (0.019 and \(1.2\times10^{-4}\) meV with the narrow Gaussians added). The 2s(A1) spread remains 0.87 meV. Fixing the ground state thus nearly fixes the other s level, while the small p shifts still depend on the core's extent.

The largest 2p0 core weight relative to 1s, calculated with core-free envelopes, grows from \(1.88\times10^{-4}\) to \(7.25\times10^{-4}\). This is a factor 3.9, more than \(1.5^2=2.25\). The valley phases explain the excess. The formulas above give \(P/S=1.91/5.77=0.331\) Å\(^2\) for the narrow core and \(4.80/3.69=1.30\) Å\(^2\) for the wide one, also a ratio of 3.9. A wider core samples more of \(x_j\sin k_0x_j\), while the cosines in the s state interfere less constructively.

## When the answer fails

The argument needs more than a short range. Expanding \(F\) about the origin assumes that the core does not greatly amplify the p envelope inside itself. If the core nearly binds a p state of its own, that assumption breaks down.

An isotropic one-valley example with mass \(0.3\,m_0\) and \(b=1\) Å shows the contrast. Without a core the lowest p binding is 7.8519 meV. A core with \(U=25.4\) eV changes it only to 7.8521 meV. At \(U=177.8\) eV the core binds a p state by itself and the lowest p binding becomes about 6.6 eV. Effective-mass theory is not a description of real silicon at such an energy; the example shows that a node alone gives no protection against an arbitrarily strong core. The fitted donors show no such behaviour: their 2p0 states retain more than 96% of their core-free character for both radii. This is only a consistency check, because the wide Gaussians used for the donors could not describe a p state confined to the core.

Other omissions also limit the meaning of the small numbers. The real functions \(u_\mu\) alter the interference inside the core. Lattice relaxation around atoms of different size can extend the chemical difference beyond the central cell, where a p envelope is larger than inside it. The omitted Coulomb coupling between valleys also mixes the symmetric 2p0 state with s states, and can make its variation among the donors several times larger than computed here. Wavevector-dependent screening and spin–orbit coupling are also absent. The computed p spreads are therefore not predictions of the measured ones. What the model establishes is the hierarchy: once the cores are strong enough to separate the ground states by 11 meV, they separate the nodeless-at-the-core 2s(A1) levels by nearly 1 meV and the 2p0 levels by only hundredths of a meV or less. The numerical output below gives the individual levels and core weights.

## Computed values

```
Inputs: m_t = 0.19, m_l = 0.92 (m0), eps = 11.4
Lattice constant = 5.43 A, valley k0 = 0.9836 1/A
Hydrogenic test: mass 0.3 m0, a = 20.11 A, b = 0.5 A
  Rydberg = 31.41 meV
  core weight 1s = 2.577e-05, formula 2.725e-05
  2s/1s weight = 0.1250, formula 0.1250
  2p/1s weight = 9.841e-06, formula 9.660e-06
Strong-core test, lowest p binding (meV), b = 1 A:
  no core 7.8519; U = 25.4 eV: 7.8521
  U = 177.8 eV: 6633.9
Silicon without core, binding (meV):
  1s 31.212, 2s 8.854, 2p0 11.496, 2p+- 6.390
  trial functions: 1s 31.186, 2p0 11.475
Core radius b = 1.0 A (bindings in meV)
  largest core weight 2p0/1s = 1.879e-04
  largest core weight 2p+-/1s = 1.026e-05
  P: U = 6.488 eV, ground 46.00, other 1s 31.40 to 32.06
    2s(A1) 10.325, 2p0 11.4966 to 11.4991, triplet 11.4966
    2p+- 6.3901 to 6.3902, least 2p0 purity 0.9988
    core weight: ground 6.269e-03, 2p0 max 1.782e-06
  As: U = 7.481 eV, ground 54.00, other 1s 31.43 to 32.21
    2s(A1) 10.939, 2p0 11.4967 to 11.5033, triplet 11.4967
    2p+- 6.3901 to 6.3902, least 2p0 purity 0.9906
    core weight: ground 1.021e-02, 2p0 max 1.015e-05
  Sb: U = 5.947 eV, ground 43.00, other 1s 31.38 to 31.98
    2s(A1) 10.066, 2p0 11.4966 to 11.4984, triplet 11.4966
    2p+- 6.3901 to 6.3902, least 2p0 purity 0.9994
    core weight: ground 4.895e-03, 2p0 max 1.050e-06
  spreads: ground 11.00, 2s(A1) 0.873, 2p0 0.00670
    2p0 triplet 0.000069, 2p+- 0.000063
Core radius b = 1.5 A (bindings in meV)
  largest core weight 2p0/1s = 7.254e-04
  largest core weight 2p+-/1s = 2.462e-05
  P: U = 2.970 eV, ground 46.00, other 1s 32.09 to 33.23
    2s(A1) 10.324, 2p0 11.4972 to 11.5063, triplet 11.4972
    2p+- 6.3901 to 6.3903, least 2p0 purity 0.9960
    core weight: ground 1.402e-02, 2p0 max 1.400e-05
  As: U = 3.412 eV, ground 54.00, other 1s 32.23 to 33.62
    2s(A1) 10.932, 2p0 11.4973 to 11.5207, triplet 11.4973
    2p+- 6.3901 to 6.3903, least 2p0 purity 0.9694
    core weight: ground 2.301e-02, 2p0 max 7.621e-05
  Sb: U = 2.727 eV, ground 43.00, other 1s 32.01 to 33.03
    2s(A1) 10.066, 2p0 11.4971 to 11.5037, triplet 11.4971
    2p+- 6.3901 to 6.3902, least 2p0 purity 0.9981
    core weight: ground 1.090e-02, 2p0 max 8.286e-06
  spreads: ground 11.00, 2s(A1) 0.866, 2p0 0.02360
    2p0 triplet 0.000193, 2p+- 0.000145
As-Sb ground difference 11.0000 meV, from integrated core weight 11.0000 meV
```
